\section*{Small-angle deflection by a screened Coulomb potential in the impulse approximation}

\section{A fast ion passing an atom}

An ion implanted into a solid at 100 keV passes most atoms at distances where their electrons screen much of the nuclear repulsion. Each such passage turns the ion through a small angle and gives the atom a little energy. We ask how that angle depends on the energy and on the miss distance, and how large an error is made by treating the path as straight while the force acts.

Let the ion have mass $m_1$, speed $v$ and laboratory kinetic energy $E=m_1v^2/2$. The target atom, of mass $m_2$, is free and initially at rest. Their interaction is modelled by
\begin{equation}
V(r)=\frac{C}{r}e^{-r/a},\qquad C>0, \label{V}
\end{equation}
where $a$ is the screening length. The impact parameter $p$ is the distance of closest approach if there were no force. The motion is classical and non-relativistic, and no energy goes into electronic excitation.

For the relative coordinate $\mathbf r=\mathbf r_1-\mathbf r_2$, subtracting the two equations of motion gives
\begin{equation}
\mu\ddot{\mathbf r}=-\nabla V,\qquad \mu=\frac{m_1m_2}{m_1+m_2}. \label{relative}
\end{equation}
The initial relative speed is $v$, so the energy available in the centre-of-mass frame is
\begin{equation}
E_c=\tfrac12\mu v^2=\frac{m_2}{m_1+m_2}E. \label{Ec}
\end{equation}
The angle $\theta$ through which the relative velocity turns is the centre-of-mass deflection. We shall show that, at fixed $p/a>0$ and to first order in
\begin{equation}
\varepsilon=\frac{C}{aE_c}, \label{eps}
\end{equation}
it is $\theta_1=\varepsilon K_1(p/a)$, in radians.

\section{The impulse along a straight line}

Let the undisturbed relative motion run along $z$ at transverse distance $p$, so that $z=vt$ and $r=\sqrt{p^2+z^2}$. The true path differs from this line by an amount of order $C$. The force is itself proportional to $C$, so evaluating it on the line changes the impulse at order $C^2$. To first order the transverse momentum gained is therefore
\begin{equation}
\Delta P=\int_{-\infty}^{\infty}\left[-V'(r)\frac pr\right]dt
=\frac1v\int_{-\infty}^{\infty}\left[-V'(r)\frac pr\right]dz. \label{impulse}
\end{equation}
The factor $p/r$ projects the radial force onto the transverse direction. The sign is positive because $V'<0$: the particles are pushed apart.

Long after the collision the relative speed is again $v$, by energy conservation. Hence $\sin\theta=\Delta P/(\mu v)$, and $\sin\theta$ differs from $\theta$ at third order. With $\mu v^2=2E_c$,
\begin{equation}
\theta_1=\frac1{2E_c}\int_{-\infty}^{\infty}\left[-V'(r)\frac pr\right]dz
=-\frac1{2E_c}\frac{d}{dp}\int_{-\infty}^{\infty}V\,dz. \label{line}
\end{equation}
The second form follows from $\partial r/\partial p=p/r$ at fixed $z$. The derivative may be taken outside the integral because, for $p>0$, the integrand is smooth and falls exponentially at large $|z|$.

Put $z=p\sinh t$, where $t$ is now an integration variable. Then $r=p\cosh t$ and $dz=p\cosh t\,dt=r\,dt$. The factor $r$ cancels the $1/r$ of the potential:
\begin{equation}
\int_{-\infty}^{\infty}V\,dz
=2C\int_0^\infty e^{-(p/a)\cosh t}\,dt=2CK_0(p/a). \label{K0}
\end{equation}
Here we use the integral representations
\begin{equation}
K_0(x)=\int_0^\infty e^{-x\cosh t}dt,\qquad
K_1(x)=\int_0^\infty \cosh t\,e^{-x\cosh t}dt. \label{Bessel}
\end{equation}
Differentiating the first with respect to $x$ gives $K_0'(x)=-K_1(x)$. With $x=p/a$, the chain rule supplies a factor $1/a$, and \eqref{line} becomes
\begin{equation}
\theta_1=-\frac{1}{2E_c}\,2C\left[-\frac1aK_1(p/a)\right]
=\frac{C}{aE_c}K_1(p/a). \label{main}
\end{equation}
The two minus signs cancel, and so do the factors of two. An attractive interaction, $C<0$, reverses the sign of this first-order angle.

\section{The same result from the exact orbit}

The impulse argument does not give the size of the next term. For that we start from the exact orbit. Conservation of angular momentum and energy gives
\begin{equation}
\dot\phi=\frac{vp}{r^2},\qquad
\dot r^2=v^2\left(1-\frac{V}{E_c}-\frac{p^2}{r^2}\right). \label{conservation}
\end{equation}
Dividing $\dot\phi$ by $\dot r$ and counting the inward and outward halves of the orbit, we find the total polar angle swept. It equals $\pi$ without a force, and a repulsion reduces it by $\theta$:
\begin{equation}
\theta=\pi-2p\int_{r_0}^{\infty}
\frac{dr}{r^2\sqrt{1-V/E_c-p^2/r^2}}. \label{orbit}
\end{equation}
The turning point $r_0$ is the zero of the square root and depends on $C$. A direct expansion in $C$ would produce divergent integrals there. A change of variable fixes the lower limit. Define
\begin{equation}
s=r\sqrt{1-V(r)/E_c},\qquad
s^2=r^2-b\,r e^{-r/a},\qquad b=\frac{C}{E_c}. \label{s}
\end{equation}
This variable must increase with $r$. We have $d(s^2)/dr=2r-be^{-r/a}(1-r/a)$. Where $s^2>0$, $be^{-r/a}<r$, so the derivative exceeds $r$ and is positive.

The square root in \eqref{orbit} equals $\sqrt{s^2-p^2}/r$, and the turning point is $s=p$. Writing $dr/r=d\ln r$ and $\ln r=\ln s+g(s)$, we obtain
\begin{equation}
\theta=\pi-2p\int_p^\infty\frac{1/s+g'(s)}{\sqrt{s^2-p^2}}ds
=-2p\int_p^\infty\frac{g'(s)}{\sqrt{s^2-p^2}}ds. \label{transformed}
\end{equation}
The term $1/s$ has cancelled $\pi$, since $\int_p^\infty ds/(s\sqrt{s^2-p^2})=\pi/(2p)$. No approximation has been made yet.

\subsection{Expansion of $g$}

Let $U(r)=e^{-r/a}/r$, so that $V/E_c=bU$. From \eqref{s},
\begin{equation}
g=\ln\frac rs=-\frac12\ln[1-bU(r)]
=\frac b2U(r)+\frac{b^2}{4}U(r)^2+O(b^3). \label{glog}
\end{equation}
The right side must be expressed through $s$. To first order $r=se^g=s+\tfrac12bsU(s)$, hence
\begin{equation}
U(r)=U(s)+\frac b2sU(s)U'(s)+O(b^2). \label{shift}
\end{equation}
Inserting this in \eqref{glog} and collecting powers gives
\begin{align}
g(s)&=\frac b2U+\frac{b^2}{4}\left(U^2+sUU'\right)+O(b^3)\nonumber\\
&=\frac b2U+\frac{b^2}{8s}\frac{d}{ds}(s^2U^2)+O(b^3). \label{gder}
\end{align}
The last form holds because $d(s^2U^2)/ds=2sU^2+2s^2UU'$. For the present potential $s^2U^2=e^{-2s/a}$, whose derivative is $-(2/a)e^{-2s/a}$. Therefore
\begin{equation}
g(s)=\frac{b}{2}\frac{e^{-s/a}}s
-\frac{b^2}{4a}\frac{e^{-2s/a}}s+O(b^3). \label{g}
\end{equation}
The second term has the same form as the first, with half the range and the opposite sign.

\subsection{The two angular terms}

Both terms need the integral in \eqref{transformed} for $h(s)=e^{-\kappa s}/s$. Put $s=p\cosh t$, so $ds/\sqrt{s^2-p^2}=dt$. We need $p\int_0^\infty h'(s)\,dt$. Since $sh(s)=e^{-\kappa s}$,
\begin{equation}
\frac{d}{dp}K_0(\kappa p)
=\frac{d}{dp}\int_0^\infty sh(s)\,dt
=\int_0^\infty\cosh t\,[h+sh']dt. \label{dK0}
\end{equation}
Subtracting the required integral and using $\cosh^2t-1=\sinh^2t$ leaves
\begin{equation}
\int_0^\infty[h\cosh t+p\,h'\sinh^2t]dt
=\int_0^\infty\frac{d}{dt}[h(p\cosh t)\sinh t]dt=0. \label{boundary}
\end{equation}
The bracket vanishes at both limits, at $t=0$ through $\sinh t$ and at infinity through the exponential in $h$. The two integrals are thus equal, and
\begin{equation}
-2p\int_p^\infty\frac{h'(s)ds}{\sqrt{s^2-p^2}}
=-2\frac{d}{dp}K_0(\kappa p)=2\kappa K_1(\kappa p). \label{kernel}
\end{equation}
For the first term of \eqref{g}, $\kappa=1/a$ and the angle is $(b/2)(2/a)K_1(p/a)$. For the second, $\kappa=2/a$ and it is $-(b^2/4a)(4/a)K_1(2p/a)$. With $\varepsilon=b/a$,
\begin{equation}
\theta=\varepsilon K_1(p/a)-\varepsilon^2K_1(2p/a)+O(\varepsilon^3). \label{second}
\end{equation}
The leading term is \eqref{main}. For this repulsive potential the second-order term is negative, so to that order the impulse formula overestimates the deflection.

Numerical evaluation of \eqref{orbit} at $p/a=2$ supports the expansion. At $\varepsilon=0.01$, the difference between the exact and first-order angles is 0.9990 times the second-order term. When $\varepsilon$ is halved from 0.2 to 0.1, the remainder after two terms falls with the power 2.986, close to the expected 3.

\section{Close and distant passages}

For small $x=p/a$, substitute $w=x\sinh t$ in the integral for $K_1$. It becomes $(1/x)\int_0^\infty e^{-\sqrt{w^2+x^2}}dw$, which tends to $1/x$. Thus
\begin{equation}
\theta_1\simeq\frac{C}{E_cp},\qquad p\ll a. \label{close}
\end{equation}
The screening length has disappeared: this is the small-angle form of Rutherford's relation $\tan(\theta/2)=C/(2E_cp)$. It also requires $p\gg C/E_c$. As $p\to0$ at fixed energy the first-order angle grows without limit, whereas a head-on repulsive collision gives $\theta=\pi$. The expansion is therefore not uniform in $p$.

In the same region the second term of \eqref{second} is $-\varepsilon/2$ times the first. This has a simple reading. Near the nucleus $V\simeq C/r-C/a$, so the orbit there is a Coulomb orbit with the larger energy $E'=E_c(1+\varepsilon)$. Conservation of angular momentum gives it the impact parameter $p'=p(1+\varepsilon)^{-1/2}$. Its angle, $C/(E'p')=(C/E_cp)(1+\varepsilon)^{-1/2}$, is smaller by the fraction $\varepsilon/2$ to first order in $\varepsilon$. Rutherford's relation itself lowers the angle by the further fraction $\theta_1^2/12$, of third order in $\varepsilon$ in the angle. The screening correction is the larger of the two only for $p^2>ab/6$. At that boundary $\theta_1^2\simeq6\varepsilon$, so this comparison of leading terms is meaningful only for $\varepsilon\ll1$; for $\varepsilon\approx0.35$ the angle there is no longer small.

For $p\gg a$, small $t$ dominates \eqref{Bessel}. Replacing $\cosh t$ by $1+t^2/2$ in the exponent and by 1 in front gives a Gaussian integral:
\begin{equation}
\theta_1\simeq\varepsilon\sqrt{\frac{\pi a}{2p}}\,e^{-p/a},\qquad p\gg a. \label{distant}
\end{equation}
The same approximation on the path, $r\simeq p+z^2/(2p)$, shows that the force acts over a length of order $\sqrt{ap}$. The second term of \eqref{second}, relative to the first, is now $-\varepsilon e^{-p/a}/\sqrt2$. The straight-line approximation thus improves rapidly with distance, even when $\varepsilon$ is not small, provided that $\varepsilon e^{-p/a}\ll1$.

\section{Laboratory angle and recoil energy}

Let the final relative velocity be $v(\sin\theta,\cos\theta)$ in transverse and forward components. Adding $m_2/(m_1+m_2)$ times this vector to the centre-of-mass velocity $m_1v/(m_1+m_2)$ gives the ion's velocity, and hence
\begin{equation}
\tan\theta_{\rm lab}=\frac{\sin\theta}{\cos\theta+m_1/m_2}. \label{lab}
\end{equation}
For small angles $\theta_{\rm lab}\simeq\theta m_2/(m_1+m_2)$. With \eqref{Ec}, the mass factor turns $E_c$ into $E$:
\begin{equation}
\theta_{{\rm lab},1}=\frac{C}{aE}K_1(p/a). \label{lab1}
\end{equation}
The formula thus has the same shape in both frames, provided that the angle and the energy belong to the same frame.

To leading order the target receives the transverse momentum $m_1v\theta_{\rm lab}$. Its recoil energy is
\begin{equation}
T\simeq\frac{(m_1v\theta_{\rm lab})^2}{2m_2}
=\frac{m_1}{m_2}E\theta_{\rm lab}^2. \label{recoil}
\end{equation}

\section{Nitrogen passing niobium}

Take a 100 keV nitrogen ion ($Z_1=7$, $m_1=14.007$ u) passing a niobium atom ($Z_2=41$, $m_2=92.906$ u) at $p=0.030$ nm. For $C$ we use the bare nuclear strength $Z_1Z_2e^2/(4\pi\epsilon_0)=413.27$ eV nm. Bohr's screening length, with $a_B$ the Bohr radius, is
\begin{equation}
a=\frac{a_B}{\sqrt{Z_1^{2/3}+Z_2^{2/3}}}=0.01342\ {\rm nm}.
\end{equation}
Then $p/a=2.2355$, $C/a=30.796$ keV and $E_c=100\times92.906/106.913=86.899$ keV. Hence
\begin{align}
\varepsilon&=30.796/86.899=0.3544,\nonumber\\
\theta_1&=0.3544\times0.10310=0.03654\ {\rm rad}=2.09^\circ,\nonumber\\
\theta_{{\rm lab},1}&=0.86899\times0.03654=0.03175\ {\rm rad}=1.82^\circ.
\end{align}
The second-order term is $-0.3544^2\times0.007313=-0.00092$ rad, which brings the centre-of-mass angle to 0.03562 rad. The orbit integral gives 0.03564 rad, as does direct integration of Newton's equations for both particles. The leading recoil energy is $(14.007/92.906)\times10^5\times0.03175^2=15.2$ eV, against 14.5 eV from Newton's equations.

At fixed energy and potential, the centre-of-mass angles at four impact parameters are as follows. The error is that of first order relative to the exact classical angle.
\begin{center}
\begin{tabular}{ccccc}
$p$ (nm) & first (rad) & second (rad) & exact (rad) & error (\%)\\
0.010 & 0.3398 & 0.3044 & 0.3060 & 11.0\\
0.020 & 0.0997 & 0.0945 & 0.0948 & 5.2\\
0.030 & 0.0365 & 0.0356 & 0.0356 & 2.5\\
0.040 & 0.0146 & 0.0144 & 0.0144 & 1.2
\end{tabular}
\end{center}
The fall in the error follows the ratio $\varepsilon K_1(2p/a)/K_1(p/a)$ from \eqref{second}.

\section{What the model leaves out}

For passages at 0.030 nm and beyond, the weakest assumption about the force is the single exponential. The Ziegler--Biersack--Littmark universal potential multiplies $C/r$ by $\sum_i c_i e^{-d_i r/a_u}$, with $a_u=0.8854a_B/(Z_1^{0.23}+Z_2^{0.23})=0.01197$ nm, $c_i=(0.1818,0.5099,0.2802,0.02817)$ and $d_i=(3.2,0.9423,0.4028,0.2016)$. The first-order angle is linear in $V$, so
\begin{equation}
\theta_{1,u}=\frac{C}{E_c}\sum_i c_i\frac{d_i}{a_u}K_1(d_ip/a_u)
=0.0471\ {\rm rad}.
\end{equation}
At $p=0.030$ nm this is 29\% above the Bohr-screened value, a change far larger than the 2.5\% error of the expansion. The comparison depends strongly on $p$. At 0.010 nm the first-order universal angle is 7\% below the first-order Bohr value, less than the 11\% error of the expansion, while at 0.060 and 0.100 nm it is 3.3 and 17 times larger. The universal potential is itself a model, not a measurement.

Electronic loss can be sized by the Lindhard--Scharff stopping cross section, $S_e$, localized by the Oen--Robinson form $(0.045S_e/\pi a_u^2)\exp(-0.3p/a_u)$. It is about 310 eV, or 0.4\% of $E_c$; Firsov's screening length in place of $a_u$ would give about 355 eV. This exceeds the recoil energy, yet a drag proportional to $e^{-0.3r/a_u}$ that removes 310 eV changes the angle by only 0.2\%. An atom across the path, at the nearest-neighbour distance of 0.286 nm from the first, would deflect the ion by 0.06\% of $\theta_1$ in the universal potential. The relativistic correction is of order $E/(2m_1c^2)=4\times10^{-6}$. Binding hardly acts during the collision: its duration $2p/v=0.051$ fs times the Debye frequency is $2\times10^{-3}$.

A quantum trajectory has a finite spread. For a minimum-uncertainty packet of transverse width $w$ and wave number $k$, the angular spread is $1/(2kw)$. With $\lambda=-d\ln\theta_1/dp$, the relative variance of the angle is
\begin{equation}
(\lambda w)^2+\frac1{(2kw\theta_1)^2}\ge\frac{\lambda}{k\theta_1}.
\end{equation}
The inequality follows from $A^2+B^2\ge2AB$. Here $k=2.25\times10^5\ {\rm nm}^{-1}$, and the least rms spread is 11\% of $\theta_1$. A classical path is thus a fair but not sharp description of one encounter.

Temperature enters through the position of the target. A Debye model with a rough Debye temperature of 275 K gives an rms displacement of 0.0080 nm along each axis at 300 K. If 0.030 nm is measured from the lattice site, a shift of this size towards or away from the path changes $\theta_1$ to about 0.08 or 0.02 rad. The two-body law is unchanged, but its steep dependence on $p$ makes the angle at a given site uncertain by about a factor of two.

Finally, an implanted ion has many encounters. For randomly placed atoms at the density of niobium, with a rough lattice constant of 0.330 nm, the mean path between passages closer than 0.030 nm is 6.4 nm. The total deflection over a longer path is then a statistical sum. Its mean square is dominated by the rare close passages, which need the exact angle: since $\theta_1\simeq C/(E_cp)$ at small $p$, the mean square of the first-order angle diverges logarithmically as $p\to0$. First order serves for the distant passages, but there the single exponential of \eqref{main} is too short-ranged: for $p$ between 0.03 and 0.16 nm the universal potential gives a mean-square angle 2.7 times larger. In a crystal the passages are also not independent when the ion moves near a low-index direction. Along a $\langle111\rangle$ row of fixed atoms, starting at 0.030 nm, the Bohr-screened laboratory angle grows from 0.031 rad after one atom to 0.045 rad after two and 0.051 rad after twelve. These values depend on the potential: the universal one gives 0.040, 0.059 and 0.074 rad for the same isolated row, and by the twelfth atom it has carried the ion about 0.25 nm sideways, close to the neighbouring rows at 0.27 nm, so that a single row no longer describes the path.

\section*{Numbers as computed}
\begin{verbatim}
Ion N: Z1 = 7, m1 = 14.007 u; target Nb: Z2 = 41, m2 = 92.906 u
Lab energy E = 100.0 keV; CM energy Ec = 86.899 keV
Coulomb strength C = 413.27 eV nm
Bohr screening length a = 0.01342 nm
Impact parameter p = 0.030 nm; p/a = 2.2355
eps = C/(a Ec) = 0.3544; C/a = 30.796 keV
K1(p/a) = 0.10310; K1(2p/a) = 0.007313
First-order CM angle = 0.03654 rad = 2.094 deg
Straight-line force quadrature = 0.03654 rad
Second-order CM angle = 0.03562 rad
Exact classical CM angle = 0.03564 rad
CM angle from Newton's equations = 0.03564 rad
First-order error = 2.51 %
Second-order error = -0.070 %
First-order lab angle = 0.03175 rad = 1.819 deg
Lab angle from Newton's equations = 0.03098 rad
Recoil energy, leading order = 15.20 eV
Recoil energy, Newton's equations = 14.46 eV
Table: p (nm), first, second, exact CM angle (rad), first error (%)
  0.010  0.33975  0.30443  0.30597  11.04
  0.020  0.09968  0.09452  0.09476  5.19
  0.030  0.03654  0.03562  0.03564  2.51
  0.040  0.01456  0.01439  0.01439  1.21
Test at p/a = 2: second-order term/formula = 0.9990
Test at p/a = 2: power of eps in the remainder = 2.986
Universal screening length = 0.01197 nm
Universal potential, first-order CM angle = 0.04706 rad
Change from Bohr to universal = 28.8 %
Electronic loss in the collision = 313 eV
Electronic loss / Ec = 0.36 %
Nearest-neighbour distance in Nb = 0.286 nm
Neighbour's deflection / first-order = 0.064 %
CM wave number = 2.250e+05 1/nm
Least quantum rms blur of one trajectory = 10.8 %
Relativistic relative correction = 3.8e-06
Collision time 2p/v = 0.0511 fs
Debye frequency times collision time = 1.8e-03
Rough Nb inputs: lattice 0.330 nm, Debye 275 K
Thermal rms shift per axis at 300 K = 0.0080 nm
First-order angle at p - shift = 0.0805 rad
First-order angle at p + shift = 0.0175 rad
Mean path between collisions closer than p = 6.36 nm
\end{verbatim}
